# The vacuum-polarization cut, its dispersion relation, and lepton-pair production: verification in Python

```python
# One-loop vacuum polarization, its cut, and lepton-pair production.
# Result under test, for s > 4 m^2 and beta = sqrt(1 - 4 m^2/s):
#   Im Pi(s) = (alpha/3) beta (3 - beta^2)/2
#   Pi(q2) = (q2/pi) integral ds Im Pi(s) / [s (s - q2 - i0)]
#   sigma(s) = (4 pi alpha/s) (1 + 2 mi^2/s)/beta_i * Im Pi(s)
# Pi is defined by the dressed photon propagator -i g/[q2 (1 + Pi)],
# with Pi(0) = 0. Metric (+,-,-,-), hbar = c = epsilon_0 = 1.
# m: loop or produced fermion mass; mi: beam mass; q2: photon q^2.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad

alpha = constants.fine_structure
e2 = 4 * np.pi * alpha


def close(a, b, rel):
    return abs(a - b) <= rel * max(abs(a), abs(b))


def im_pi(s, m):
    if s <= 4 * m**2:
        return 0.0
    beta = np.sqrt(1 - 4 * m**2 / s)
    return alpha / 3 * beta * (3 - beta**2) / 2


def re_pi(q2, m):
    w2 = 1 - 4 * m**2 / q2
    if w2 >= 0:
        w = np.sqrt(w2)
        body = 8/3 - w2
        if w > 0:
            body += w * (3 - w2) / 2 * np.log(abs((1 - w) / (1 + w)))
    else:
        u = np.sqrt(-w2)
        body = 8/3 + u**2 - u * (3 + u**2) * np.arctan(1 / u)
    return alpha / (3 * np.pi) * body


def complex_quad(f, a, b, points=None):
    opts = dict(epsabs=1e-12, epsrel=1e-10, limit=400, points=points)
    real = quad(lambda x: np.real(f(x)), a, b, **opts)[0]
    imag = quad(lambda x: np.imag(f(x)), a, b, **opts)[0]
    return real + 1j * imag


def feynman_pi(q2, m):
    """Feynman-parameter logarithm; real q2 is taken just above the cut."""
    def integrand(x):
        y = x * (1 - x)
        arg = 1 - y * q2 / m**2
        if np.isreal(q2):
            value = np.log(abs(arg)) - (1j * np.pi if arg < 0 else 0)
        else:
            value = np.log(arg)
        return y * value
    points = None
    if np.isreal(q2) and np.real(q2) > 4 * m**2:
        b = np.sqrt(1 - 4 * m**2 / q2)
        points = [(1 - b) / 2, (1 + b) / 2]
    return -2 * alpha / np.pi * complex_quad(integrand, 0, 1, points)


def dispersion_pi(q2, m):
    """Subtracted integral, variable t = 4m^2/s; principal value on cut."""
    t0 = 4 * m**2 / q2

    def spectral(t):
        if t == 0:
            return alpha / 3  # limit of infinite s, where beta = 1
        return im_pi(4 * m**2 / t, m)
    if np.isreal(q2) and 0 < t0 < 1:
        val = quad(spectral, 0, 1, weight='cauchy', wvar=t0,
                   epsabs=1e-12, epsrel=1e-10, limit=400)[0]
    else:
        val = complex_quad(lambda t: spectral(t) / (t - t0), 0, 1)
    return -val / np.pi


# Explicit Dirac matrices
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = np.array([np.kron(pauli[2], np.eye(2))]
                 + [np.kron(1j * pauli[1], p) for p in pauli])
metric = np.diag([1.0, -1.0, -1.0, -1.0])
one = np.eye(4)


def slash(p):
    return np.einsum('m,mab->ab', metric @ p, gamma)


def dot(a, b):
    return a @ metric @ b


def pair_tensor(p1, p2, m):
    """Spin-summed vector current tensor for a particle-antiparticle pair."""
    return np.einsum('ab,mbc,cd,nda->mn', slash(p1) + m * one, gamma,
                     slash(p2) - m * one, gamma)


def pair_momenta(s, m, cos_t, phi):
    energy = np.sqrt(s) / 2
    p = np.sqrt(energy**2 - m**2)
    sin_t = np.sqrt(1 - cos_t**2)
    vec = p * np.array([sin_t*np.cos(phi), sin_t*np.sin(phi), cos_t])
    return np.r_[energy, vec], np.r_[energy, -vec]


cos_nodes, cos_weights = np.polynomial.legendre.leggauss(4)


def cross_section(s, mi, m):
    """Lowest-order cross section directly from traces and phase space."""
    k1, k2 = pair_momenta(s, mi, 1.0, 0.0)
    beam = metric @ pair_tensor(k1, k2, mi) @ metric
    average = 0.0
    for c, weight in zip(cos_nodes, cos_weights):
        p1, p2 = pair_momenta(s, m, c, 0.0)
        final = pair_tensor(p1, p2, m)
        average += weight / 2 * np.sum(beam * final).real
    squared = e2**2 * average / (4 * s**2)
    beta_i = np.sqrt(1 - 4 * mi**2 / s)
    beta_f = np.sqrt(1 - 4 * m**2 / s)
    return squared * beta_f / (8 * np.pi) / (2 * s * beta_i)


def linked_cross_section(s, mi, m):
    """Cross section predicted from the absorptive part of Pi."""
    beta_i = np.sqrt(1 - 4 * mi**2 / s)
    return e2 / s * (1 + 2 * mi**2 / s) / beta_i * im_pi(s, m)


# Off-shell numerator of the contracted loop
k = np.array([0.7, -0.4, 1.1, 0.3])
q = np.array([1.9, 0.2, -0.5, 0.8])
p = k + q
trace = sum(metric[a, a] * np.trace(gamma[a] @ (slash(k) + one)
            @ gamma[a] @ (slash(p) + one)) for a in range(4))
reduced = 4*(dot(q, q) + 2) - 4*(dot(k, k) - 1) - 4*(dot(p, p) - 1)
assert close(trace, reduced, 1e-12)

# Energy integral of two propagators, at imaginary external energy
E_test, W_test = 1.3, 0.7
energy_integral = quad(lambda x: 1 / ((x*x + E_test**2)
                       * ((x + W_test)**2 + E_test**2)),
                       -np.inf, np.inf, epsabs=1e-11)[0] / (2*np.pi)
assert close(energy_integral, 1/(E_test*(4*E_test**2 + W_test**2)), 1e-8)

# Full Euclidean loop: a second divided difference in Q^2 removes
# the regulator-dependent constant and linear term.
mp.mp.dps = 50
radial_nodes, radial_weights = np.polynomial.legendre.leggauss(80)
Q2_values = [1, 4, 9]
difference = []
for i, a in enumerate(Q2_values):
    denominator = 1
    for j, b in enumerate(Q2_values):
        if i != j:
            denominator *= a - b
    difference.append(mp.mpf(1) / denominator)
loop_difference = mp.mpf(0)
for x, weight in zip(radial_nodes, radial_weights):
    u = (mp.mpf(float(x)) + 1) / 2
    r = u / (1 - u)
    total = mp.mpf(0)
    for coefficient, Q2 in zip(difference, Q2_values):
        A = r**2 + mp.mpf(Q2)/4 + 1
        root = mp.sqrt(A**2 - r**2 * Q2)
        numerator = 16 + 8 * (r**2 - mp.mpf(Q2)/4)
        total += coefficient * numerator * mp.pi / (A * (A + root))
    measure = 4 * mp.pi * r**3 / (2*mp.pi)**4 / (1 - u)**2
    loop_difference += mp.mpf(float(weight)) / 2 * measure * total
loop_difference = e2 * float(loop_difference)
formula_difference = sum(float(c) * (-3*Q2) * re_pi(-Q2, 1.0)
                         for c, Q2 in zip(difference, Q2_values))
assert close(loop_difference, formula_difference, 1e-8)

# Real-pair tensor: all components, at several energies
for s_test in [4.2, 7.0, 40.0]:
    tensor = np.zeros((4, 4), complex)
    for c, weight in zip(cos_nodes, cos_weights):
        for phi in 2 * np.pi * np.arange(6) / 6:
            p1, p2 = pair_momenta(s_test, 1.0, c, phi)
            tensor += weight / 12 * pair_tensor(p1, p2, 1.0)
    tensor *= e2 * np.sqrt(1 - 4/s_test) / (8*np.pi)
    q_rest = np.array([np.sqrt(s_test), 0, 0, 0])
    expected = 2*im_pi(s_test, 1.0)*(np.outer(q_rest, q_rest)
                                     - s_test*metric)
    assert np.allclose(tensor, expected, rtol=1e-10, atol=1e-12)

# Feynman parameters, dispersion integral and closed form
for q2 in [-20.0, -1.0, 1.0, 3.5, 5.0, 30.0]:
    direct = feynman_pi(q2, 1.0)
    assert close(direct.real, re_pi(q2, 1.0), 2e-7)
    assert abs(direct.imag - im_pi(q2, 1.0)) < 1e-9
    assert close(np.real(dispersion_pi(q2, 1.0)), direct.real, 2e-7)
for z in [2 + 3j, 10 + 2j, -50 + 80j]:
    assert close(dispersion_pi(z, 1.0), feynman_pi(z, 1.0), 1e-7)

# Small and large momentum; tolerances cover the next expansion terms
small = 1e-3
assert close(np.real(dispersion_pi(small, 1.0)) / small,
             alpha/(15*np.pi), 2e-4)
large = 1e6
assert close(feynman_pi(-large, 1.0).real,
             alpha/(3*np.pi)*(5/3 - np.log(large)), 1e-5)

# Cross section from traces, including a non-negligible beam mass
for s_test, mi in [(4.5, 0.0), (6.0, 0.7), (30.0, 1.4)]:
    assert close(cross_section(s_test, mi, 1.0),
                 linked_cross_section(s_test, mi, 1.0), 1e-10)

# Worked example: muon loop and electron-positron annihilation
m_mu = constants.physical_constants[
    'muon mass energy equivalent in MeV'][0]
m_e = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0]
root_s = 250.0
s = root_s**2
beta = np.sqrt(1 - 4*m_mu**2/s)
w_space = np.sqrt(1 + 4*m_mu**2/s)
hbar_c = constants.hbar*constants.c/(constants.e*1e6)
to_nb = hbar_c**2 / 1e-37
sigma = cross_section(s, m_e, m_mu)
sigma_light = e2 / s * im_pi(s, m_mu)
beam_effect = sigma/sigma_light - 1
assert close(sigma, linked_cross_section(s, m_e, m_mu), 1e-10)
# The leading beam-mass correction is 4 m_e^2/s
assert close(beam_effect, 4*m_e**2/s, 1e-3)

# Rebuild spacelike Pi from cross sections alone, with a massless beam
v_nodes, v_weights = np.polynomial.legendre.leggauss(40)
integral = 0.0
for x, weight in zip(v_nodes, v_weights):
    v = (x + 1)/2
    sv = 4*m_mu**2/(1 - v*v)
    jacobian = 8*m_mu**2*v/(1 - v*v)**2
    integral += (weight/2*jacobian*cross_section(sv, 0.0, m_mu)
                 / (sv + s))
pi_from_sigma = -s/(4*np.pi**2*alpha)*integral
pi_space = re_pi(-s, m_mu)
assert close(pi_from_sigma, pi_space, 1e-8)


def truncated(ratio, subtracted):
    """Integrate from threshold to s_max = ratio * threshold."""
    def integrand(y):
        sy = 4*m_mu**2*np.exp(y)
        factor = -s/(sy + s) if subtracted else 1.0
        return im_pi(sy, m_mu)*factor/np.pi
    return quad(integrand, 0, np.log(ratio), epsabs=1e-13,
                epsrel=1e-11, limit=300)[0]


cutoffs = [1e2, 1e4, 1e6]
raw = [truncated(c, False) for c in cutoffs]
sub = [truncated(c, True) for c in cutoffs]
per_decade = alpha/(3*np.pi)*np.log(10)
assert close((raw[2] - raw[1])/2, per_decade, 1e-6)
assert close(sub[2], pi_space, 1e-4)

pi_time = feynman_pi(s, m_mu)
pi_electron = re_pi(-s, m_e)
assert close(feynman_pi(-s, m_e).real, pi_electron, 1e-7)
assert pi_space < 0 and pi_electron < 0

print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"inverse alpha = {1/alpha:.6f} (dimensionless)")
print(f"muon mass = {m_mu:.6f} MeV")
print(f"electron mass = {m_e:.8f} MeV")
print(f"chosen sqrt(s) = {root_s:.1f} MeV")
print(f"s = {s:.1f} MeV^2")
print(f"muon threshold 2m = {2*m_mu:.6f} MeV")
print(f"4m^2/s = {4*m_mu**2/s:.6f} (dimensionless)")
print(f"muon speed beta = {beta:.6f} (units of c)")
print(f"beta(3-beta^2)/2 = {beta*(3-beta**2)/2:.6f} (dimensionless)")
print(f"alpha/3 = {alpha/3:.6e} (dimensionless)")
print(f"alpha/(3 pi) = {alpha/(3*np.pi):.6e} (dimensionless)")
print(f"muon Im Pi(s), formula = {im_pi(s,m_mu):.6e} (dimensionless)")
print(f"muon Im Pi(s), Feynman = {pi_time.imag:.6e} (dimensionless)")
print(f"muon Re Pi(s), closed = {re_pi(s,m_mu):.6e} (dimensionless)")
print(f"muon Re Pi(s), dispersion = {dispersion_pi(s,m_mu):.6e} "
      "(dimensionless)")
print(f"w at q2=-s = {w_space:.6f} (dimensionless)")
print(f"muon Pi(-s), closed = {pi_space:.6e} (dimensionless)")
print(f"muon Pi(-s), from sigma = {pi_from_sigma:.6e} (dimensionless)")
print(f"muon-loop alpha_eff/alpha at -s = {1/(1+pi_space):.8f}")
print(f"electron Pi(-s) = {pi_electron:.6e} (dimensionless)")
print(f"electron/muon Pi ratio at -s = {pi_electron/pi_space:.3f}")
print(f"e+mu loop alpha_eff/alpha at -s = "
      f"{1/(1+pi_space+pi_electron):.8f}")
print(f"conversion (hbar c)^2 = {to_nb:.6e} nb MeV^2")
print(f"sigma, traces = {sigma:.6e} MeV^-2")
print(f"sigma, traces = {sigma*to_nb:.3f} nb")
print(f"sigma, light-beam link = {sigma_light*to_nb:.3f} nb")
print(f"relative beam-mass effect = {beam_effect:.3e}")
print(f"pi alpha/beta = {np.pi*alpha/beta:.6f} (dimensionless)")
for c, r, d in zip(cutoffs, raw, sub):
    print(f"s_max/(4m^2)={c:.0e}: unsubtracted={r:.6e}, "
          f"subtracted Pi(-s)={d:.6e}")
print(f"unsubtracted growth per decade = {per_decade:.6e}")
print(f"Euclidean loop second difference = {loop_difference:.8e} (m=1)")
print(f"closed-form second difference = {formula_difference:.8e} (m=1)")
print("every check passed")
```

It prints:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
inverse alpha = 137.035999 (dimensionless)
muon mass = 105.658376 MeV
electron mass = 0.51099895 MeV
chosen sqrt(s) = 250.0 MeV
s = 62500.0 MeV^2
muon threshold 2m = 211.316751 MeV
4m^2/s = 0.714476 (dimensionless)
muon speed beta = 0.534344 (units of c)
beta(3-beta^2)/2 = 0.725232 (dimensionless)
alpha/3 = 2.432451e-03 (dimensionless)
alpha/(3 pi) = 7.742732e-04 (dimensionless)
muon Im Pi(s), formula = 1.764092e-03 (dimensionless)
muon Im Pi(s), Feynman = 1.764092e-03 (dimensionless)
muon Re Pi(s), closed = 1.174083e-03 (dimensionless)
muon Re Pi(s), dispersion = 1.174083e-03 (dimensionless)
w at q2=-s = 1.309380 (dimensionless)
muon Pi(-s), closed = -5.726546e-04 (dimensionless)
muon Pi(-s), from sigma = -5.726546e-04 (dimensionless)
muon-loop alpha_eff/alpha at -s = 1.00057298
electron Pi(-s) = -8.299477e-03 (dimensionless)
electron/muon Pi ratio at -s = 14.493
e+mu loop alpha_eff/alpha at -s = 1.00895155
conversion (hbar c)^2 = 3.893794e+11 nb MeV^2
sigma, traces = 2.588354e-09 MeV^-2
sigma, traces = 1007.852 nb
sigma, light-beam link = 1007.835 nb
relative beam-mass effect = 1.671e-05
pi alpha/beta = 0.042904 (dimensionless)
s_max/(4m^2)=1e+02: unsubtracted=3.348589e-03, subtracted Pi(-s)=-5.618929e-04
s_max/(4m^2)=1e+04: unsubtracted=6.914235e-03, subtracted Pi(-s)=-5.725462e-04
s_max/(4m^2)=1e+06: unsubtracted=1.047989e-02, subtracted Pi(-s)=-5.726535e-04
unsubtracted growth per decade = 1.782830e-03
Euclidean loop second difference = 1.87031133e-04 (m=1)
closed-form second difference = 1.87031133e-04 (m=1)
every check passed
```
